# Simulating pore growth by random-walking holes with a finite collection length

## A case that needs no random walk

Take silicon as a square lattice of sites in a vertical section, with $W$ columns, periodic sideways. Depth $y\ge1$ is silicon at the start and row $y=0$ is electrolyte. Holes arrive from the bulk one at a time, in random columns. Each moves straight towards the electrolyte and removes the first silicon site it enters that shares an edge with an etched site.

Let $h(x)$ be the depth of the deepest etched site in column $x$. The hole stops either just ahead of that site or beside a deeper pore in a neighbouring column:

$$h(x)\to\max[h(x)+1,\;h(x-1),\;h(x+1)].$$

When a neighbour is deeper by more than one site, $h(x)$ skips at least one site and leaves silicon behind that no later hole reaches. This is ballistic deposition with pores in place of deposit. If the frozen porosity is $P$, one hole per column removes one site per column and advances the mean depth by $1/P$. The advance between 200 and 400 holes per column gives $P=0.473$.

Here a hole feels the pores only one site away. Real holes diffuse, and the question is what happens when they feel pores over a longer distance $L$. On scales below $L$ one expects fractal branching, because projecting tips intercept holes meant for their neighbours. On scales above $L$ one expects a constant mean porosity. The scheme must let the first regime turn into the second, and two obvious ways of introducing $L$ are unsuitable.

## Two wrong places for the diffusion length

**Recombination on the way from a remote source.** Let holes with diffusion constant $D$ and lifetime $\tau$ come from a distant source, with $L^2=D\tau$. Their density $c$ obeys $\nabla^2c=c/L^2$ and vanishes on the pore wall. Let $z$ point into the silicon. For a flat wall at $z=0$, $c=B\sinh(z/L)$. Now ripple the wall, $z=\varepsilon\cos kx$, with small $\varepsilon$, and add the solution that decays into the bulk:

$$c=B\sinh(z/L)+a\,e^{-qz}\cos kx,\qquad q=\sqrt{k^2+1/L^2}.$$

To first order, $c=0$ on the wall requires $B\varepsilon/L+a=0$. The wall advances at a rate proportional to $\partial_zc$. The flat part contributes $B/L$ with no first-order change, since its second derivative vanishes at $z=0$. The added part contributes $-qa\cos kx=(B/L)\,q\varepsilon\cos kx$. With $v$ the flat-wall speed, the ripple grows at rate

$$\sigma=vq .$$

For long waves this tends to $v/L$, not to zero. A wide region that is ahead does not take holes from distant parts of the front. It gains on them because fewer of its own holes recombine on the way from the source. Height differences are therefore amplified even on scales far above $L$, where a uniform front is wanted.

**Uniform generation in all the silicon.** If holes also appear inside walls thinner than $L$, nearly all of them reach a pore. With generation rate $g$ per site and one site removed per hole, the porosity behind the front obeys $dP/dt\approx g(1-P)$. It keeps rising, and no frozen profile exists.

What is needed is a supply that follows the front and does not feed the walls behind it. I therefore treat $L$ as a collection length. Holes are carried straight towards the front until they first come within distance $L$ of a pore; from then on they diffuse, even if they stray farther away again. None is lost. This is the sense of "diffusion length" used below, and it is a modelling choice.

## The launch rule and why it limits competition

A hole picks a column at random and descends until it first lies within Euclidean distance $L$ of an etched site. A pore bottom displaced sideways by $d$ columns is met at a height $\sqrt{L^2-d^2}$ ahead of it, so on the lattice the walk starts at

$$S(x)=\max_{|d|\le L}\left[h(x+d)+\left\lfloor\sqrt{L^2-d^2}\right\rfloor\right].$$

For $L=1$ this is the update rule of the first section, and the hole is captured where it starts. For larger $L$ it walks without bias until it enters a silicon site sharing an edge with a pore, and removes it.

The effect on competition follows from a ripple analysis. The mean hole density is now harmonic, $\nabla^2c=0$, apart from a source of strength $J$ per unit projected width on the launch curve. For a wall $z=\varepsilon\cos kx$ that curve is $z=L+\varepsilon\cos kx$ to first order: its points are shifted sideways by an amount of order $\varepsilon$, which alters their height only at order $\varepsilon^2$. In units where the flux is $\partial_zc$, write

$$c=\begin{cases}Jz+(p\,e^{kz}+s\,e^{-kz})\cos kx & \text{below the source curve},\\ JL+b\,e^{-k(z-L)}\cos kx & \text{above it}.\end{cases}$$

There is no net flux from far above, because every hole is eventually captured. Three first-order conditions hold:

- $c=0$ on the wall: $J\varepsilon+p+s=0$.
- $c$ is continuous at the source: $J\varepsilon+p\,e^{kL}+s\,e^{-kL}=b$. The term $J\varepsilon$ comes from $Jz$ at $z=L+\varepsilon\cos kx$; the constant $JL$ above has no such term.
- The flux jump there stays equal to $J$: $k(p\,e^{kL}-s\,e^{-kL})+kb=0$.

Putting the second into the third cancels the terms in $s$ and leaves $2p\,e^{kL}=-J\varepsilon$, so $p=-\tfrac12J\varepsilon e^{-kL}$. The first gives $s=-J\varepsilon-p$. The extra flux at the wall is then

$$k(p-s)=k(J\varepsilon+2p)=J\varepsilon\,k\left(1-e^{-kL}\right),$$

and the growth rate is

$$\boxed{\sigma=vk\left(1-e^{-kL}\right)}$$

For $kL\gg1$ this is $vk$, the rate of unlimited diffusion-controlled growth. For $kL\ll1$ it is $vk^2L$, smaller by the factor $kL$: distant parts of the front hardly compete. A numerical solution of the boundary problem with a ripple of $k\varepsilon=0.003$ and the true parallel curve gave $\sigma/(vk)=0.25918$, $0.63212$ and $0.95021$ at $kL=0.3$, $1$ and $3$, equal to the formula to the digits shown.

The front is still unstable at every wavelength, and the linear result does not prove that a plateau exists. It shows that $L$ is where competition weakens. The plateau has to be found by growing pores.

## Replacing steps by exact jumps

Moving each hole one site at a time is correct but slow. After $n$ steps the mean squared displacement is $n$, so leaving an empty square of half-width $r$ takes between $r^2$ and $2r^2$ steps on average. A second trouble is worse. A hole that wanders into the bulk has a mean return time that grows without bound. With a reflecting ceiling $M$ rows above the tip plane, the mean time $T$ from height $H$ obeys $T(H+1)+T(H-1)-2T(H)=-4$, whose solution is close to $2H(2M-H)$ and diverges with $M$. A cutoff would cure this by changing the model. Both troubles can be removed without changing the capture probabilities.

**Jump to the edge of an empty square.** Let the square have sites $i,j=0,\dots,2r$, with the hole at $(r,r)$. Let $u(i,j)$ be the probability that a walk from $(i,j)$ leaves through the site $(2r,m)$. It equals the mean of its four neighbours, is 1 at the target and 0 elsewhere on the boundary. The products $\sin(\pi\nu j/2r)\sinh(a_\nu i)$, with $\nu=1,\dots,2r-1$, vanish on three sides and satisfy the averaging rule if

$$4=2\cos\frac{\pi\nu}{2r}+2\cosh a_\nu .$$

On the fourth side the discrete sines have squared norm $r$, so the unit value at $m$ fixes the coefficients as $\sin(\pi\nu m/2r)/[r\sinh(2ra_\nu)]$. At the centre, $\sinh(ra_\nu)/\sinh(2ra_\nu)=1/[2\cosh(ra_\nu)]$, and therefore

$$u(r,r)=\frac1{2r}\sum_{\nu=1}^{2r-1}\frac{\sin(\pi\nu/2)\,\sin(\pi\nu m/2r)}{\cosh(ra_\nu)} .$$

For $r=1$, $\cosh a_1=2$ and the result is $1/4$, a single step.

The safe size comes from a stored map of the distance $d=\max(|\Delta x|,|\Delta y|)$ to the nearest pore. Sites that can capture a hole touch a pore, so none is closer than $d-1$. A square of half-width $d-1$ has none in its interior. If $d=1$, the four neighbours are inspected: the hole either removes its site or takes one step. Each removal updates the map only in a patch around the new pore.

**Return from the bulk.** Place a plane one row ahead of the deepest tip. Nothing beyond it can capture a hole. For a hole $H$ rows above the plane, a wave $e^{ikx}$ on the plane continues upwards as $e^{ikx-aH}$, and the averaging rule gives $\cosh a=2-\cos k$. The sideways displacement on first return thus has probability

$$R_H(x)=\frac1W\sum_k e^{ikx-a(k)H},\qquad k=\frac{2\pi n}{W},\quad n=0,\dots,W-1 .$$

The $k=0$ term has $a=0$, so the probabilities sum to one and no hole is lost.

Direct linear solutions for $r=6$, and for $H=3$ with $W=8$, agree with these two formulas to better than $10^{-15}$. As a test of the whole walk, 20000 holes were sent with $L=5$ onto a small branched pore in a strip 16 columns wide. Compared with the capture probabilities from a linear solution, the counts gave a chi-square $p$-value of 0.74, so no discrepancy was detected.

## Measuring porosity only where growth has stopped

A porosity profile taken up to the deepest tip would fall with depth for a trivial reason: the front region is unfinished. The depths of the last tenth of all removals mark the active zone. Rows shallower than the second percentile of those depths are treated as frozen. The plateau window starts at $3L+10$ rows, to leave out the initial transient. Standard errors come from eight blocks of columns; neighbouring blocks are not fully independent when $L$ is large.

The fractal side needs its own reference. With infinite $L$, holes start uniformly on the tip plane. If the pores within a region of size $y$ have mass proportional to $y^{D_f}$, their density varies as $y^{D_f-2}$. In a lattice 1024 columns wide, rows 4 to 64 gave

$$P(y)\approx A\,y^{-\alpha},\qquad \alpha=0.253\pm0.025,\quad A=0.311,$$

hence $D_f=2-\alpha\approx1.75$ over little more than one decade. This is one run. Three runs 512 columns wide gave $\alpha=0.26$, $0.28$ and $0.33$ over the same rows, and the accepted value for diffusion-limited aggregation in two dimensions is $D_f\approx1.71$, or $\alpha\approx0.29$. The fitted exponent is therefore probably somewhat low.

Setting this law equal to the plateau value $P_\infty(L)$ locates the crossover:

$$A\,y_\times^{-\alpha}=P_\infty\quad\Rightarrow\quad y_\times=\left(\frac{A}{P_\infty}\right)^{1/\alpha}.$$

The small exponent makes this sensitive: a relative error in $P_\infty$ is multiplied by $1/\alpha\approx4$. The same holds for $A$, which varies between runs: in another run with infinite $L$, 512 columns wide, the porosity of rows 4 to 16 was about 12% above the fitted law. Such a change in $A$ alone would raise every $y_\times$ by a little over half, so the absolute crossover depths are rough. A second estimate uses the extra pore volume above the plateau. If the law holds up to $y_\times$ and the plateau beyond,

$$X=\sum_y(P-P_\infty)\approx\int_0^{y_\times}\!\left(Ay^{-\alpha}-P_\infty\right)dy=\frac{A\,y_\times^{1-\alpha}}{1-\alpha}-P_\infty y_\times .$$

Since $Ay_\times^{-\alpha}=P_\infty$, the right side is $P_\infty y_\times\,\alpha/(1-\alpha)$, so $y_\times=X(1-\alpha)/(\alpha P_\infty)$.

## What the runs show

With $W=512$ held fixed, and lengths in sites:

| $L$ | $P_\infty$ | $y_\times$ | $y_\times$ from $X$ | $\xi$ |
|---|---|---|---|---|
| 4 | 0.248 ± 0.003 | 2.5 | 6 | 3.7 |
| 8 | 0.192 ± 0.006 | 6.7 | 12 | 5.9 |
| 16 | 0.154 ± 0.007 | 16 | 11 | 10.8 |
| 32 | 0.119 ± 0.014 | 44 | 50 | 20.7 |

Here $\xi$ is the sideways distance at which the pore correlation first falls to zero.

**Is the porosity independent of depth?** Compare the deep half of each window with the shallow half. The fractal law, averaged over the same rows, predicts ratios of 0.81, 0.83, 0.86 and 0.89 for $L=4$ to $32$. The measured ratios are 1.01, 1.04, 1.00 and 0.92. The first three support a plateau. For $L=32$ the ratio is nearer to the fractal value than to one, so this run does not establish its plateau. The entries for $L=32$ assume that one has been reached. The ratio scatters by several percent between runs: two others with $L=32$ gave 0.98 and 1.02.

**Is the shallow part fractal?** For $L=32$ the porosity in rows 4 to 16 is 7% above that of the infinite-$L$ run. Near the surface the two are similar, as expected if the holes do not yet feel $L$.

**Does the crossover scale with $L$?** If $L$ were the only long length, $y_\times$ would be proportional to $L$ and $P_\infty$ to $L^{-\alpha}$. The fits over $L=4$ to $32$ give instead $P_\infty\propto L^{-0.35}$ and $y_\times\propto L^{1.4}$. The ratio $y_\times/L$ rises from 0.6 to 1.4. The second exponent is the first divided by $\alpha$; with $\alpha=0.29$ it would be 1.2. Part of this is uncertainty: the 12% error of $P_\infty$ at $L=32$ alone makes $y_\times$ uncertain by about $12\%/0.253\approx47\%$. At the other end, $y_\times=2.5$ for $L=4$ lies outside the fitted range of the law, and the volume estimate is more than twice as large. Between $L=8$ and $16$ the local plateau exponent is $\ln(0.192/0.154)/\ln2\approx0.32\pm0.08$, compatible with $\alpha$. That lattice effects at small $L$ cause the steep fit is a conjecture. The data support a crossover depth of the order of $L$; they do not confirm strict proportionality.

The volume estimate is noisy too, because the error of $P_\infty$ is summed over all rows before the window. That error alone amounts to about ±8 at $L=16$ and ±37 at $L=32$. The lateral length $\xi$ is steadier and follows roughly $1+0.6L$.

The case $L=1$ gives $P_\infty=0.489\pm0.003$ in rows 13 to 133, against 0.473 from the column rule. The 3% difference is about five standard errors. The two rules are the same: fed with the same random numbers, the column rule also gives 0.489 in these rows, so the gap is not an error of the walk. Fifty other runs of the column rule, with the same width and rows, average 0.479 with a standard deviation of 0.003 between runs. The value 0.489 is thus an unusually high single result, and most of the gap is scatter between runs. The rest may come from the later stage of growth at which 0.473 was measured.

**A plateau can be false.** With infinite $L$ in a strip 32 columns wide, the porosity was 0.163 in rows 200 to 999 and 0.162 in rows 1000 to 1799. The fractal law would have lowered it by about 21%. Here the periodic width stops the competition. A constant porosity is evidence for a finite collection length only if $W\gg L$ and the plateau does not move when $W$ is enlarged. Doubling the width to 1024 gives $P_\infty=0.250\pm0.001$, $0.189\pm0.003$ and $0.151\pm0.004$ for $L=4$, $8$ and $16$, in agreement with the table within the errors. The width was not varied for $L=32$, where $W/L$ is only 16.

## Heavily doped p-type silicon in HF

Let one lattice site stand for one atom. The site edge is then 0.272 nm, and $L=32$ sites is 8.7 nm. The crossover depth is

$$y_\times=43.8\times0.2716\ \text{nm}\approx12\ \text{nm},$$

with an uncertainty of about 6 nm from the plateau error alone. Take a current density $j=50$ mA/cm², a rough value for such etching, and two elementary charges per dissolved atom, one of them the arriving hole. With atom density $n=4.99\times10^{22}$ cm⁻³ the front moves at

$$v_f=\frac{j}{2enP_\infty}=\frac{0.050}{2(1.602\times10^{-19})(4.99\times10^{22})(0.119)}\ \text{cm/s}\approx260\ \text{nm/s}.$$

Dividing the depth by this speed gives 0.045 s. The shallow rows are more porous and take more charge: integrating the power law multiplies the time by $1/(1-\alpha)=1.34$, giving about 0.06 s.

Captures are well separated in time. An area $L^2$ receives a hole every 8.5 µs, while diffusion over $L$, at a rough mobility of 70 cm²/Vs, takes about 0.2 ps. This does not mean that a hole walks alone: at the doping of $10^{19}$ cm⁻³ used below, a volume $L^3$ of neutral silicon holds about seven free holes. Launching them singly treats them as independent and neglects their repulsion and screening.

Other assumptions fare worse. For a rough doping of $10^{19}$ cm⁻³ and a band bending $U=0.3$ V, the depletion width is $w=\sqrt{2\epsilon U/eN}=6.2$ nm, and the peak field $2U/w$ is 0.96 MV/cm. Drift matches diffusion over $L$ at $kT/eL=0.030$ MV/cm. The peak field is about 32 times this value, so near the wall drift outweighs diffusion, and the unbiased walk is not justified there. The field pushes holes away from the wall. They must cross the barrier thermally, with factor $e^{-eU/kT}\approx9\times10^{-6}$, or tunnel. For a parabolic barrier $eU(1-z/w)^2$ and mass $m=0.3\,m_e$, the tunnelling exponent is

$$\frac2\hbar\int_0^w\!\sqrt{2meU}\left(1-\frac zw\right)dz=\frac{w\sqrt{2meU}}{\hbar}\approx9.6,$$

a factor of $7\times10^{-5}$ for holes at the band edge, about eight times the thermal one. Holes with some thermal energy meet a thinner barrier and matter more: averaging the tunnelling factor over a Boltzmann distribution gives about $2\times10^{-3}$. The mass matters too. With $0.16\,m_e$ for light holes and $0.49\,m_e$ for heavy ones, the average is about $7\times10^{-3}$ and $8\times10^{-4}$. All these values treat the acceptors as a smooth charge, although a volume $w^3$ holds only about 2.4 of them. For acceptors placed at random in a layer of thickness $w$, the field at a flat wall lies roughly between 0.6 and 1.3 MV/cm at the central 80% of positions, with a tail beyond 2 MV/cm close to an acceptor. Over the central 80% the band-edge tunnelling factor varies by two to three orders of magnitude, depending on how screening by the neutral silicon is treated. The figures above are therefore only a guide. Avalanche breakdown is not expected despite the high field, because a carrier gains at most 0.3 eV, less than the band gap.

Three smaller effects remain. The hole mean free path is about 2.6 nm, or nine sites, so the branching at atomic scale is a property of the lattice walk. The mean silicon chord between pores is 4.4 nm; confinement across it costs about 0.065 eV, some 2.5 times $kT$. This adds to the larger depletion barrier: a wall thinner than $2w$ is depleted throughout, and for the same band bending the barrier at the centre of this one is still about 0.26 eV. The doping is 0.56 of the valence-band density of states for a density-of-states mass of $0.8\,m_e$, and 0.32 for $1.15\,m_e$, so Boltzmann statistics are only approximate.

Real films of this kind typically have porosities of several tens of percent, far above the 12% found here. The model is two-dimensional and leaves out drift, tunnelling and chemical dissolution of the walls. Its porosity is therefore not a prediction. At the same current and charge per atom, a porosity of 60% would lower the front speed by a factor of five, to about 52 nm/s. How far the barrier would shift $y_\times$ cannot be read from these runs; that requires walkers with a field-dependent bias and a tunnelling rule at the wall. The numerical output below gives the remaining digits.

## Computed values

```
Kernel errors: square 4.9e-17, plane 5.8e-16
Walker chi-square p-value, 20000 holes: 0.739
kL=0.3: sigma/(v k) solved 0.25918, formula 0.25918
kL=1.0: sigma/(v k) solved 0.63212, formula 0.63212
kL=3.0: sigma/(v k) solved 0.95021, formula 0.95021
Infinite L, width 1024: fit rows 4 to 64
alpha = 0.253 +- 0.025, A = 0.311
Finite L, width 512; lengths in sites, porosity as fraction
L=1: rows 13-133, P_inf=0.4890 +- 0.0031, deep/shallow=1.002
L=2: rows 16-136, P_inf=0.3406 +- 0.0036, deep/shallow=0.995
L=4: rows 22-141, P_inf=0.2475 +- 0.0025, deep/shallow=1.013
L=8: rows 34-165, P_inf=0.1918 +- 0.0060, deep/shallow=1.036
L=16: rows 58-213, P_inf=0.1540 +- 0.0073, deep/shallow=0.998
L=32: rows 106-285, P_inf=0.1194 +- 0.0143, deep/shallow=0.924
L=4: y_cross=2.5, y_cross/L=0.62, from excess=6.0, corr. zero=3.66
L=8: y_cross=6.7, y_cross/L=0.84, from excess=12.0, corr. zero=5.87
L=16: y_cross=16.1, y_cross/L=1.00, from excess=10.6, corr. zero=10.84
L=32: y_cross=43.8, y_cross/L=1.37, from excess=49.7, corr. zero=20.66
Plateau exponent beta (L=4..32): 0.347
Power of L in y_cross: 1.371
Rows 4-16 porosity, L=32 / infinite L: 1.069
Ballistic porosity: 0.4729; L=1: 0.4890
Strip width 32, L infinite: P rows 200-999 0.1629, 1000-1799 0.1621
Input: T 300 K, doping 1.0e+19 cm^-3, current 50 mA/cm2
Input: bending 0.3 V, mobility 70 cm2/Vs, relative permittivity 11.7
Input masses / m_e: transport 0.3, states 0.8
Site edge 0.2716 nm; L = 32 sites = 8.69 nm
Silicon atom density 4.994e+22 cm^-3
Example porosity 11.9 percent
Example crossover depth 11.9 nm
Front speed 261.7 nm/s
Crossover depth / plateau front speed 0.045 s
Depletion width 6.23 nm
Peak depletion field 0.963 MV/cm
Field with drift equal to diffusion over L 0.0298 MV/cm
Barrier factors: tunnelling 6.96e-05, thermal 9.12e-06
Hole mean free path 2.55 nm
Doping / valence-band state density 0.56
Mean silicon wall chord 4.39 nm
Hole confinement energy in that wall 0.065 eV
Hole arrival interval per L*L area 8.49 us
Hole diffusion time over L 0.209 ps
```
